**Binary diffusion from the first Chapman–Enskog approximation**

The program tests $D_{12}=3kT/(16n\mu\Omega)$, where $n$ is the total number density, $\mu$ the reduced mass and $\Omega$ the thermally averaged momentum-transfer collision integral. It asserts that Lennard-Jones cross-sections from turning points agree with those from Newtonian trajectories, within 0.3 % at $E=2\epsilon$ and 1 % at $E=0.5\epsilon$. It also asserts the friction law against sampled rigid-sphere collisions within 1.5 %, and $D_{12}$ against collision-matrix elements for either species as tracer within 0.5 %. A stochastic rigid-sphere tracer must reproduce the three-term Sonine result within 2 %; the output gives 1.081 and 1.069 times the first approximation. Further assertions cover the ordering of the Sonine values below the closed-form light-tracer limit and the temperature exponent $9/2-3C^*$, where $C^*$ is the ratio of two reduced collision integrals. For masses of 120 and 28 u, $\sigma=0.50$ nm and $\epsilon/k=250$ K, the output gives $D_{12}\approx8.1$ cm²/s at 400 K and 10 Torr. It also sizes higher Sonine terms, wall collisions, gas imperfection, Stefan flow and the sensitivity to the potential parameters.

## Check in Python

```python
"""First Chapman-Enskog approximation for binary diffusion.

Result under test:
    D12 = 3 k T / (16 n mu Omega),   n = p / (k T)
    Omega = sqrt(k T / (2 pi mu)) * pi sigma^2 * Omega_star(T_star)
mu: reduced mass; sigma, epsilon: Lennard-Jones length and well depth;
T_star = k T / epsilon; Omega_star: collision integral divided by its
rigid-sphere value. Reduced energies are in epsilon, lengths in sigma.
Cross-sections are divided by pi sigma^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
kB, amu = const.k, const.atomic_mass
torr = const.torr


def unit_gauss(number):
    x, w = np.polynomial.legendre.leggauss(number)
    return (x + 1) / 2, w / 2


T_NODE, T_WEIGHT = unit_gauss(80)
THETA = (np.arange(160) + 0.5) * np.pi / 320
X2 = np.sin(THETA) ** 2
POLY12 = X2 * (1 + X2 + X2**2 + X2**3 + X2**4)
POLY6 = X2 * (1 + X2)


def deflection(energy):
    """Weights in b^2 and deflection angles, from turning points r0."""
    def b_squared(r):
        return r**2 - 4 / energy * (r**-10 - r**-4)

    wall = ((1 + np.sqrt(1 + energy)) / 2) ** (-1 / 6)
    if energy < 0.8:
        big = 4 / energy + np.sqrt(16 / energy**2 - 20 / energy)
        outer = big ** (1 / 6)
        top = (20 / energy / big) ** (1 / 6)
        target = b_squared(outer)
        inner = brentq(lambda r: b_squared(r) - target, wall, top)
    else:
        inner = outer = 5 ** (1 / 6)
    r_in = inner - (inner - wall) * T_NODE**3
    dr_in = 3 * T_NODE**2 * (inner - wall) * T_WEIGHT
    u = 1 - T_NODE**2
    r_out = outer / u
    dr_out = outer / u**2 * 2 * T_NODE * T_WEIGHT
    r0 = np.concatenate([r_in, r_out])
    dr = np.concatenate([dr_in, dr_out])
    weight = dr * (2 * r0 + 4 / energy * (10 * r0**-11 - 4 * r0**-5))
    h = 1 + 4 / energy * (np.outer(r0**-12, POLY12)
                          - np.outer(r0**-6, POLY6))
    integral = np.mean(1 / np.sqrt(np.maximum(h, 1e-14)), axis=1) * np.pi / 2
    ratio = np.sqrt(np.maximum(1 - 4 / energy * (r0**-12 - r0**-6), 0))
    return weight, np.pi - 2 * ratio * integral


def cross_section(energy):
    weight, chi = deflection(energy)
    return np.sum(weight * 2 * np.sin(chi / 2) ** 2)


LOG_E = np.linspace(np.log(0.003), np.log(200.0), 260)
E_GRID = np.exp(LOG_E)
Q_GRID = np.array([cross_section(e) for e in E_GRID])


def omega_star(t_star, s=1):
    x = E_GRID / t_star
    factorial = {1: 2.0, 2: 6.0}[s]
    return np.trapezoid(x**(s + 2) * np.exp(-x) * Q_GRID, LOG_E) / factorial \
        if hasattr(np, "trapezoid") else \
        np.trapz(x**(s + 2) * np.exp(-x) * Q_GRID, LOG_E) / factorial


def diffusion(temp, pressure, mu, sigma, eps_k):
    """First approximation, SI units."""
    omega = (np.sqrt(kB * temp / (2 * np.pi * mu)) * np.pi * sigma**2
             * omega_star(temp / eps_k))
    return 3 * kB * temp / (16 * pressure / (kB * temp) * mu * omega)


# Cross-section from Newtonian trajectories, sampled in impact parameter.
def trajectory_cross_section(energy, count=1200, b_max=5.0):
    node, weight = unit_gauss(count)
    b = b_max * node
    speed = np.sqrt(2 * energy)
    start = np.concatenate([np.full(count, -15.0), b,
                            np.full(count, speed), np.zeros(count)])

    def motion(_, state):
        x, y, vx, vy = state.reshape(4, count)
        inv2 = 1 / (x * x + y * y)
        inv6 = inv2 * inv2 * inv2
        force = 24 * inv2 * inv6 * (2 * inv6 - 1)
        return np.concatenate([vx, vy, force * x, force * y])

    sol = solve_ivp(motion, (0, 60 / speed), start, method="DOP853",
                    rtol=1e-8, atol=1e-8, t_eval=[60 / speed])
    assert sol.success
    vx, vy = sol.y[:, -1].reshape(4, count)[2:]
    return np.sum(b_max * weight * 2 * b * (1 - vx / np.hypot(vx, vy)))


trajectory_rows = []
for energy, tolerance in ((2.0, 0.003), (0.5, 0.01)):
    # The lower energy has an orbiting singularity crossed by the b grid.
    q_path = trajectory_cross_section(energy)
    q_turn = cross_section(energy)
    assert abs(q_path / q_turn - 1) < tolerance, (energy, q_path, q_turn)
    trajectory_rows.append((energy, q_turn, q_path))

# Example parameters: round values, no particular compound.
mass1_u, mass2_u = 120.0, 28.0
sigma_nm, eps_k = 0.50, 250.0
T, p_torr = 400.0, 10.0
m1, m2 = mass1_u * amu, mass2_u * amu
mu = m1 * m2 / (m1 + m2)
sigma, p = sigma_nm * 1e-9, p_torr * torr
n = p / (kB * T)
t_star = T / eps_k
D = diffusion(T, p, mu, sigma, eps_k)


# Friction law from individual rigid-sphere collisions, kT = pi sigma^2 = 1.
def random_directions(count):
    v = rng.standard_normal((count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


samples = 1_000_000
c1 = rng.standard_normal((samples, 3)) / np.sqrt(mass1_u)
c2 = rng.standard_normal((samples, 3)) / np.sqrt(mass2_u)
g = np.linalg.norm(c1 - c2, axis=1)
total_u = mass1_u + mass2_u
centre = (mass1_u * c1 + mass2_u * c2) / total_u
c1_after = centre + mass2_u / total_u * g[:, None] * random_directions(samples)
kick = mass1_u * (c1_after - c1) * g[:, None]
friction1 = -np.mean(np.sum(kick * mass1_u * c1, axis=1)) / 3
friction2 = np.mean(np.sum(kick * mass2_u * c2, axis=1)) / 3
mu_u = mass1_u * mass2_u / total_u
friction_formula = 16 / 3 * mu_u * np.sqrt(1 / (2 * np.pi * mu_u))
# Sampling error is a few parts per thousand.
assert abs(friction1 / friction_formula - 1) < 0.015
assert abs(friction2 / friction_formula - 1) < 0.015

# Collision matrix of a tracer in the first three Sonine functions.
HX, HW = np.polynomial.hermite.hermgauss(6)
GX, GY, GZ = [a.ravel() for a in np.meshgrid(HX, HX, HX, indexing="ij")]
GW = np.einsum("i,j,k->ijk", HW, HW, HW).ravel() / np.pi**1.5
LX, LW = np.polynomial.laguerre.laggauss(40)


def sonine_vectors(cx, cy, cz):
    c_sq = cx**2 + cy**2 + cz**2
    poly = (np.ones_like(c_sq), 2.5 - c_sq,
            35 / 8 - 3.5 * c_sq + c_sq**2 / 2)
    return np.array([[s * cx, s * cy, s * cz] for s in poly])


def collision_matrix(tracer_fraction, scattering):
    """Unit: n pi sigma^2 sqrt(2kT/mu); tracer_fraction = m_tracer/M."""
    a, c = np.sqrt(tracer_fraction), np.sqrt(1 - tracer_fraction)
    matrix = np.zeros((3, 3))
    for x, wx, (wb, chi) in zip(LX, LW, scattering):
        gamma = np.sqrt(x)
        shape = (len(chi), len(GX))
        before = sonine_vectors(a * GX, a * GY, a * GZ + c * gamma)
        after = sonine_vectors(
            a * GX + c * gamma * np.sin(chi)[:, None],
            np.broadcast_to(a * GY, shape),
            a * GZ + c * gamma * np.cos(chi)[:, None])
        change = before[:, :, None, :] - after
        change = change * np.sqrt(wb[:, None] * GW)
        flat = change.reshape(3, -1)
        matrix += wx * x * (flat @ flat.T) / np.sqrt(np.pi)
    return matrix


def sonine_gains(matrix):
    return [matrix[0, 0] * np.linalg.inv(matrix[:k, :k])[0, 0]
            for k in (2, 3)]


lj_scattering = [deflection(x * t_star) for x in LX]
gains = []
matrix_D = []
for m_tracer in (m1, m2):
    A = collision_matrix(m_tracer / (m1 + m2), lj_scattering)
    rate_unit = n * np.pi * sigma**2 * np.sqrt(2 * kB * T / mu)
    D_matrix = 1.5 * kB * T / m_tracer / (rate_unit * A[0, 0])
    # The two sides use different energy grids.
    assert abs(D_matrix / D - 1) < 0.005, (D_matrix, D)
    matrix_D.append(D_matrix)
    gains.append(sonine_gains(A))

# Rigid spheres: lower bound against the solvable light-tracer limit.
cos_node, cos_weight = np.polynomial.legendre.leggauss(12)
sphere_scattering = [(cos_weight / 2, np.arccos(cos_node))] * len(LX)
lorentz = sonine_gains(collision_matrix(1e-10, sphere_scattering))
# Exact light-tracer value: average of v / (3 n pi sigma^2).
mean_speed = quad(lambda v: np.sqrt(2 / np.pi) * v**3 * np.exp(-v * v / 2),
                  0, np.inf)[0]
lorentz_exact = (mean_speed / 3) / (3 / 16 * np.sqrt(2 * np.pi))
assert 1 < lorentz[0] < lorentz[1] < lorentz_exact

# Stochastic rigid-sphere tracer: diffusion from velocity correlation.
# Units: tracer mass = kT = n pi sigma^2 = 1; light species is the tracer.
bath_mass = mass1_u / mass2_u
walkers, events, g_limit = 400_000, 50, 6.0
v_start = rng.standard_normal((walkers, 3))
v = v_start.copy()
correlation = np.mean(np.sum(v_start * v, axis=1))
for _ in range(events):
    partner = rng.standard_normal((walkers, 3)) / np.sqrt(bath_mass)
    speed = np.linalg.norm(v - partner, axis=1)
    hit = np.flatnonzero(rng.random(walkers) * g_limit < speed)
    centre = (v[hit] + bath_mass * partner[hit]) / (1 + bath_mass)
    v[hit] = centre + (bath_mass / (1 + bath_mass) * speed[hit, None]
                       * random_directions(len(hit)))
    correlation += np.mean(np.sum(v_start * v, axis=1))
D_simulated = correlation / (3 * g_limit)
mu_scaled = bath_mass / (1 + bath_mass)
D_sphere1 = 3 / 16 * np.sqrt(2 * np.pi / mu_scaled)
sphere_gain = sonine_gains(
    collision_matrix(1 / (1 + bath_mass), sphere_scattering))[1]
# About half a percent sampling error plus the omitted Sonine terms.
assert abs(D_simulated / (D_sphere1 * sphere_gain) - 1) < 0.02

# Temperature exponent at fixed pressure.
c_star = omega_star(t_star, 2) / omega_star(t_star)
exponent = 4.5 - 3 * c_star
step = 1e-3
numeric_exponent = np.log(
    diffusion(T * np.exp(step), p, mu, sigma, eps_k)
    / diffusion(T * np.exp(-step), p, mu, sigma, eps_k)) / (2 * step)
assert abs(exponent - numeric_exponent) < 1e-4

# Size of neglected effects.
tube = 0.01
D_wall = tube / 3 * np.sqrt(8 * kB * T / (np.pi * m1))
virial_star = 2 * np.pi * quad(
    lambda r: r**2 * -np.expm1(-4 * (r**-12 - r**-6) / t_star),
    0.05, 30, points=[0.8, 1.0, 1.5, 3.0], limit=200)[0]
virial = virial_star * sigma**3
wavelength = const.h / np.sqrt(2 * np.pi * mu * kB * T)
vapour_fraction = 0.05
stefan = -np.log1p(-vapour_fraction) / vapour_fraction - 1
prefactor = (3 / 16 * np.sqrt(2 * np.pi * kB**3 / amu)
             / (np.pi * torr * 1e-18) * 1e4)

print(f"Masses: {mass1_u:.0f}, {mass2_u:.0f} u")
print(f"Reduced mass: {mu / amu:.3f} u")
print(f"sigma: {sigma_nm:.2f} nm; epsilon/k: {eps_k:.0f} K")
print(f"Temperature: {T:.0f} K; pressure: {p_torr:.0f} Torr")
print(f"Number density: {n * 1e-6:.4e} cm^-3")
print(f"Reduced temperature T*: {t_star:.3f}")
print(f"Omega*(1,1): {omega_star(t_star):.4f}")
print(f"Omega*(1,2): {omega_star(t_star, 2):.4f}")
print(f"C*: {c_star:.4f}")
print(f"D12, first approximation: {D * 1e4:.3f} cm^2/s")
D_atm = diffusion(T, 760 * torr, mu, sigma, eps_k)
print(f"D12 at 760 Torr: {D_atm * 1e4:.4f} cm^2/s")
print(f"Prefactor (K, Torr, u, nm -> cm^2/s): {prefactor:.5e}")
print(f"Temperature exponent, formula: {exponent:.4f}")
print(f"Temperature exponent, difference: {numeric_exponent:.4f}")
print("T (K), Omega*, D12 (cm^2/s), D12 with Omega* fixed at 400 K")
for temp in (300.0, 400.0, 600.0, 800.0):
    value = diffusion(temp, p, mu, sigma, eps_k) * 1e4
    fixed = D * 1e4 * (temp / T) ** 1.5
    print(f"{temp:.0f}, {omega_star(temp / eps_k):.4f}, "
          f"{value:.3f}, {fixed:.3f}")
print("E/epsilon, Q/(pi sigma^2) by turning points, by trajectories")
for energy, q_turn, q_path in trajectory_rows:
    print(f"{energy:.1f}, {q_turn:.4f}, {q_path:.4f}")
print(f"Friction/formula, drift of 1: {friction1 / friction_formula:.4f}")
print(f"Friction/formula, drift of 2: {friction2 / friction_formula:.4f}")
print(f"Matrix D12, tracer 1: {matrix_D[0] * 1e4:.3f} cm^2/s")
print(f"Matrix D12, tracer 2: {matrix_D[1] * 1e4:.3f} cm^2/s")
for label, gain in zip(("heavy", "light"), gains):
    print(f"LJ {label} tracer D_2/D_1, D_3/D_1: "
          f"{gain[0]:.5f}, {gain[1]:.5f}")
print(f"Sphere light-limit D_2/D_1, D_3/D_1: "
      f"{lorentz[0]:.4f}, {lorentz[1]:.4f}")
print(f"Sphere light-limit exact/D_1: {lorentz_exact:.4f}")
print(f"Sphere 28 u tracer, simulated D/D_1: {D_simulated / D_sphere1:.4f}")
print(f"Sphere 28 u tracer, D_3/D_1: {sphere_gain:.4f}")
print(f"Tube diameter: {tube * 100:.1f} cm")
print(f"Wall-collision ratio D12/D_K: {D / D_wall:.3e}")
print(f"Cross virial B12: {virial * 1e27:.4f} nm^3")
print(f"n|B12| at 10 Torr: {n * abs(virial):.3e}")
print(f"n|B12| at 760 Torr: {76 * n * abs(virial):.3e}")
print(f"Relative thermal wavelength/sigma: {wavelength / sigma:.4f}")
print(f"Vapour mole fraction: {vapour_fraction:.2f}")
print(f"Stefan-flow flux increase: {100 * stefan:.2f} %")
for factor in (0.95, 1.05):
    change = diffusion(T, p, mu, factor * sigma, eps_k) / D - 1
    print(f"D12 change for sigma x {factor:.2f}: {100 * change:+.2f} %")
for factor in (0.8, 1.2):
    change = diffusion(T, p, mu, sigma, factor * eps_k) / D - 1
    print(f"D12 change for epsilon x {factor:.1f}: {100 * change:+.2f} %")
print("OK")
```

It prints:

```
Masses: 120, 28 u
Reduced mass: 22.703 u
sigma: 0.50 nm; epsilon/k: 250 K
Temperature: 400 K; pressure: 10 Torr
Number density: 2.4141e+17 cm^-3
Reduced temperature T*: 1.600
Omega*(1,1): 1.1680
Omega*(1,2): 1.0143
C*: 0.8684
D12, first approximation: 8.123 cm^2/s
D12 at 760 Torr: 0.1069 cm^2/s
Prefactor (K, Torr, u, nm -> cm^2/s): 1.41266e-02
Temperature exponent, formula: 1.8948
Temperature exponent, difference: 1.8948
T (K), Omega*, D12 (cm^2/s), D12 with Omega* fixed at 400 K
300, 1.3204, 4.667, 5.276
400, 1.1680, 8.123, 8.123
600, 1.0132, 17.203, 14.923
800, 0.9340, 28.731, 22.975
E/epsilon, Q/(pi sigma^2) by turning points, by trajectories
2.0, 1.4659, 1.4659
0.5, 3.0927, 3.1108
Friction/formula, drift of 1: 1.0011
Friction/formula, drift of 2: 0.9987
Matrix D12, tracer 1: 8.131 cm^2/s
Matrix D12, tracer 2: 8.131 cm^2/s
LJ heavy tracer D_2/D_1, D_3/D_1: 1.00007, 1.00007
LJ light tracer D_2/D_1, D_3/D_1: 1.00270, 1.00288
Sphere light-limit D_2/D_1, D_3/D_1: 1.0833, 1.1068
Sphere light-limit exact/D_1: 1.1318
Sphere 28 u tracer, simulated D/D_1: 1.0806
Sphere 28 u tracer, D_3/D_1: 1.0689
Tube diameter: 1.0 cm
Wall-collision ratio D12/D_K: 9.173e-04
Cross virial B12: -0.2754 nm^3
n|B12| at 10 Torr: 6.648e-05
n|B12| at 760 Torr: 5.053e-03
Relative thermal wavelength/sigma: 0.0366
Vapour mole fraction: 0.05
Stefan-flow flux increase: 2.59 %
D12 change for sigma x 0.95: +10.80 %
D12 change for sigma x 1.05: -9.30 %
D12 change for epsilon x 0.8: +8.61 %
D12 change for epsilon x 1.2: -7.29 %
OK
```
